# Dipole-layer correction for periodic asymmetric slabs and their two work functions

## The decision

Before a slab calculation with two different faces is started, one must decide whether to switch on a dipole layer in the vacuum during the self-consistent cycle, or to run the plain periodic cell and repair the potential afterwards. For a polarizable slab the two choices do not agree. In the oxide film treated below, with 3 nm of vacuum, the layer gives a potential step of 0.96 V between the faces. Adding the same kind of correction to the finished periodic calculation gives 2.07 V.

The rule to implement is this. Let a neutral slab have dipole moment $m$ per area along its normal $z$. Place a layer of moment $-m$ per area in charge-free vacuum and update it until $m$ is self-consistent. The artificial field then vanishes, and the potential is that of the isolated slab up to a constant, except at the layer. If the slab has one Fermi level $E_F$,

$$\Phi_{\rm left}-\Phi_{\rm right}=\frac{e\,m}{\varepsilon_0}.$$

Here $e>0$, $\phi$ is the electrostatic potential, an electron has potential energy $-e\phi$, and $m>0$ points from left to right. Densities and potentials are averaged over the plane until lateral structure is discussed. Numbers use nm, V and $e$, with $\varepsilon_0=0.055263\ e/(\mathrm{V\,nm})$.

## The isolated slab

Let $\rho(z)$ be the total charge density, including ions and any bound polarization charge, and let it vanish outside $z_a<z<z_b$. With no external field, Gauss's law gives

$$E_{\rm iso}(z)=\frac{Q(z)}{\varepsilon_0},\qquad Q(z)=\int_{z_a}^{z}\rho(z')\,dz'.$$

Neutrality means $Q(z_b)=0$, so the field is zero on both sides. The potentials there may still differ. Since $E=-d\phi/dz$ and $dQ/dz=\rho$, integration by parts gives

$$\phi(z_b)-\phi(z_a)=-\frac1{\varepsilon_0}\int_{z_a}^{z_b}Q\,dz
=-\frac1{\varepsilon_0}\Big([zQ]_{z_a}^{z_b}-\int_{z_a}^{z_b}z\rho\,dz\Big)=\frac{m}{\varepsilon_0},$$

because the bracket vanishes at both ends. Here $m=\int z\rho\,dz$, which does not depend on the origin for a neutral slab.

## What periodicity adds

Now repeat the slab with period $L$ and require $\phi$ to be periodic, as a Fourier solution does. Within one cell $E_{\rm per}$ and $E_{\rm iso}$ have the same derivative $\rho/\varepsilon_0$, so they differ by a constant $F$. A periodic potential has no net drop over a cell:

$$0=\int_{\rm cell}(E_{\rm iso}+F)\,dz=-\frac{m}{\varepsilon_0}+FL
\quad\Rightarrow\quad F=\frac{m}{\varepsilon_0L}.$$

Since $E_{\rm iso}=0$ in the vacuum, $F$ is the whole vacuum field there. Integrating $E_{\rm per}=E_{\rm iso}+F$ gives

$$\phi_{\rm per}=\phi_{\rm iso}-\frac{m}{\varepsilon_0L}z+\text{const}.$$

The vacuum potential is therefore a slope, with no plateau from which to read a work function.

## The layer and its potential

Put a thin layer of moment $-m$ at $z_d$ in the vacuum. By the step formula, crossing it upwards changes $\phi$ by $-m/\varepsilon_0$. By the periodicity argument, its field elsewhere is $-m/(\varepsilon_0L)$, so its potential rises with slope $+m/(\varepsilon_0L)$. Choosing zero mean,

$$\phi_{\rm corr}(z)=\frac{m}{\varepsilon_0}\left[\frac{z-z_d}{L}-\frac12\right],\qquad z_d<z<z_d+L.$$

At the two ends this equals $-m/(2\varepsilon_0)$ and $+m/(2\varepsilon_0)$, which reproduces the required jump. In the sum the linear terms cancel:

$$\phi_{\rm per}+\phi_{\rm corr}=\phi_{\rm iso}+\text{const}.$$

A test with fixed charge used three Gaussian sheets of $0.4$, $-0.7$ and $0.3\ e/\mathrm{nm^2}$ at 3.0, 3.4 and 4.5 nm, each 0.2 nm wide (standard deviation), in a cell of 8 nm. Their moment is

$$m=0.4(3.0)-0.7(3.4)+0.3(4.5)=0.170\ e/\mathrm{nm}.$$

The step is $0.170/0.055263=3.076$ V and the false field is $3.076/8=0.3845$ V/nm. The Fourier potential plus the ramp agreed with the closed-form isolated potential to rounding error. A real double layer, made of two opposite Gaussian sheets centred 0.1 nm apart in the vacuum, also gave flat plateaus separated by 3.076 V.

**Where to cut the cell.** The moment must be evaluated with the cell cut at the layer. Moving the cut upwards from $c_0$ to $c$ carries the charge between them up by one period:

$$m(c)=m(c_0)+L\int_{c_0}^{c}\rho\,dz.$$

The added term is zero while the cut stays in charge-free vacuum. In the test system a cut at 3.2 nm, through the charge, changed the moment from 0.17 to about 2.0 $e$/nm. An implementation should therefore check the density at $z_d$, particularly after atoms have moved.

## Energy and forces

The potential correction needs a matching energy. Using $E_{\rm per}=E_{\rm iso}+m/(\varepsilon_0L)$ and $\int E_{\rm iso}dz=-m/\varepsilon_0$, the periodic field energy per area is

$$\begin{aligned}
W_{\rm per}&=\frac{\varepsilon_0}{2}\int_{\rm cell}\Big(E_{\rm iso}+\frac{m}{\varepsilon_0L}\Big)^2dz\\
&=W_{\rm iso}+\frac{m}{L}\Big(-\frac{m}{\varepsilon_0}\Big)+\frac{m^2}{2\varepsilon_0L}
=W_{\rm iso}-\frac{m^2}{2\varepsilon_0L}.
\end{aligned}$$

The energy to add is therefore $W_{\rm corr}=m^2/(2\varepsilon_0L)$. For a neutral variation $\delta\rho$,

$$\delta W_{\rm corr}=\frac{m}{\varepsilon_0L}\int z\,\delta\rho\,dz=\int\phi_{\rm corr}\,\delta\rho\,dz,$$

since constants in $\phi_{\rm corr}$ drop out. The factor $1/2$ belongs to the energy and is absent from the potential. In the test system $0.170^2/(2\times0.055263\times8)=0.0327$ eV/nm², which is the difference between the isolated value 0.7702 and the periodic value 0.7375 eV/nm².

Two consequences matter in code:

- If the total energy is built from a sum of eigenvalues, that sum contains the full interaction $\int\rho_{\rm el}\phi_{\rm corr}\,dz$ per area, where $\rho_{\rm el}$ is the electronic charge density. Subtract this interaction and add $W_{\rm corr}$.
- An ion of charge $q$ feels the extra force $-q\,d\phi_{\rm corr}/dz=-q\,m/(\varepsilon_0L)$ along $z$.

## Why the layer belongs inside the cycle

The false field polarizes the slab. To first order in the vacuum field $E$,

$$m(E)=m_{\rm iso}+\alpha E,$$

where $\alpha$ is the polarizability per area. Without a layer, $E=m_{\rm per}/(\varepsilon_0L)$, so

$$m_{\rm per}=m_{\rm iso}+\frac{\alpha}{\varepsilon_0L}m_{\rm per}
\quad\Rightarrow\quad
m_{\rm per}=\frac{m_{\rm iso}}{1-\alpha/(\varepsilon_0L)}.$$

Adding the ramp afterwards removes the field from the potential but leaves the density it produced. The resulting step is $m_{\rm per}/\varepsilon_0$, too large by the factor $1/[1-\alpha/(\varepsilon_0L)]$.

For a uniform dielectric of thickness $d$ and relative permittivity $\varepsilon_r$, the inner field is $E/\varepsilon_r$ and the induced polarization is $\varepsilon_0(E-E/\varepsilon_r)$. Hence $\alpha/\varepsilon_0=d(1-1/\varepsilon_r)$. This is zero for a rigid charge distribution and tends to $d$ for a conductor. In the conducting limit the factor is $L/(L-d)$: the relative error is $d/(L-d)$, the slab thickness divided by the vacuum width, so it falls only slowly when vacuum is added.

**Updating the moment.** Suppose the layer has moment $-M$, not yet converged, and the slab relaxes fully at each $M$. The total dipole of the cell is $m-M$, so $E=(m-M)/(\varepsilon_0L)$. With $a=\alpha/(\varepsilon_0L)$,

$$m=m_{\rm iso}+a(m-M)\quad\Rightarrow\quad m-m_{\rm iso}=-\frac{a}{1-a}(M-m_{\rm iso}).$$

The damped update $M\to M+\beta(m-M)$ multiplies the error $M-m_{\rm iso}$ by

$$1-\beta\Big(1+\frac{a}{1-a}\Big)=1-\frac{\beta}{1-a}.$$

It converges for $0<\beta<2(1-a)$. Full replacement, $\beta=1$, fails once $a\ge1/2$. For a strongly screening slab, where $\alpha/\varepsilon_0\approx d$, this happens when the slab fills about half the cell or more. At the fixed point $M=m$, hence $E=0$ and $m=m_{\rm iso}$.

If a code computes $M$ from the same total density as the Hartree potential, no separate iteration is needed. Each cycle then uses the isolated potential of its current density, and ordinary density mixing controls convergence.

## Two vacuum levels

With the layer converged, the plateaus have potentials $\phi_{\rm left}$ and $\phi_{\rm right}$, and

$$\Phi_{\rm left}=-e\phi_{\rm left}-E_F,\qquad \Phi_{\rm right}=-e\phi_{\rm right}-E_F.$$

Subtraction removes $E_F$ and gives $e(\phi_{\rm right}-\phi_{\rm left})=em/\varepsilon_0$. The face towards which the dipole points has the lower work function.

This needs a common Fermi level. For an insulating slab the plateaus remain valid, but the energies measured from the highest occupied state are ionization energies; if the interior carries a field, that state may belong to one face. A charged cell is outside the derivation, since its moment depends on the origin.

The plateau is the vacuum level just outside a face. A finite specimen cannot keep two different potentials out to infinity. A stray field joins its two sides over distances comparable to its lateral size, and the slab result applies much closer to the surface than that.

## Worked film

The example is a 4.0 nm degenerate n-type film with rough indium-oxide-like parameters: donor density $10^{20}\ \mathrm{cm^{-3}}$ ($0.1\ \mathrm{nm^{-3}}$), effective mass 0.30 $m_e$, relative permittivity 9.0, electron affinity 4.30 eV and temperature 300 K. Adsorbed oxygen is modelled as a sheet of $-0.10\ e/\mathrm{nm^2}$, 0.1 nm outside the left face. A polar layer outside the right face has sheets of $\mp0.30\ e/\mathrm{nm^2}$ separated by 0.10 nm, with the positive sheet outward. Neutrality fixes the electron density per area at $0.1\times4.0-0.10=0.30\ \mathrm{nm^{-2}}$.

The electrons obey an effective-mass Schrödinger equation along $z$, with parabolic motion in the plane, and fill the subbands with one $E_F$. Their Hartree potential comes from $d(\varepsilon_0\varepsilon_rE)/dz=\rho_{\rm free}$. The layer must cancel the total moment, so $m$ is computed from $\rho=\varepsilon_0\,dE/dz$, which includes the bound charge.

A separate calculation with open boundaries, and no periodicity, gives $m=0.05330\ e/\mathrm{nm}$ and work functions of 4.376 eV on the left and 3.411 eV on the right. Their difference is 0.965 eV, and $0.05330/0.055263=0.964$ V. The periodic cell with the layer gives the same two work functions to the printed 0.1 meV, for both 3 nm and 10 nm of vacuum.

The step can be divided by Gauss's law. The polar layer supplies $0.30\times0.10/0.055263=0.543$ V. The gap between the oxygen sheet and the film supplies $0.10\times0.10/0.055263=0.181$ V. The remaining 0.24 V falls across the inside of the film; the electron tails outside its faces contribute almost nothing.

Without the layer, the film held fixed, the results are:

| Quantity | 3 nm vacuum | 10 nm vacuum |
|---|---|---|
| False field (MV/cm) | 2.95 | 0.94 |
| Dipole ($e$/nm) | 0.1142 | 0.0727 |
| Step, ramp added afterwards (V) | 2.07 | 1.32 |
| Mid-vacuum level above $E_F$ (eV) | 3.89 | 3.89 |

The polarizability, obtained by applying small fields to the isolated film, is $\alpha/\varepsilon_0=3.73$ nm. The bound charge alone would give $4.0(1-1/9)=3.56$ nm, and a conductor filling the film 4.0 nm. For $L=7$ nm the formula predicts

$$m_{\rm per}=\frac{0.05330}{1-3.731/7}=0.1141\ e/\mathrm{nm},$$

in agreement with the table. Here $a=0.53$, so full replacement of the layer moment would multiply its error by $1-1/0.467=-1.14$ and diverge. With $\beta=0.3$ the factor is 0.36.

The mid-vacuum level lies close to the mean of the two work functions, 3.894 eV. It looks stable as the vacuum grows, yet it describes neither face.

## Extrapolating to the faces

If the slab screens strongly, there is a better way to read an existing uncorrected calculation: extend the sloping vacuum potential to each face. With vacuum width $w=L-d$, periodicity makes the potential difference between the faces equal to $Ew$. From $E=m_{\rm per}/(\varepsilon_0L)=m_{\rm iso}/(\varepsilon_0L-\alpha)$,

$$Ew=\frac{m_{\rm iso}}{\varepsilon_0}\,\frac{w}{w+d-\alpha/\varepsilon_0}.$$

For a conductor $\alpha/\varepsilon_0\to d$ and the step is recovered. For a rigid slab only the fraction $w/(w+d)$ of it remains. The present film is near the first limit: with $w=3$ nm the fraction is $3/3.269=0.918$, giving 0.885 V. The extrapolated work functions are 4.333 and 3.447 eV, within 0.05 eV of the isolated values. This success depends on strong screening and on knowing where the faces are, so it does not replace the layer.

## Lateral structure and supercell size

The layer corrects the planar average. A potential component with in-plane wavevector $G\neq0$ obeys $d^2\phi_G/dz^2=G^2\phi_G$ in vacuum, so away from an isolated slab it decays as $e^{-Gs}$ with distance $s$. A charge sheet of amplitude $\sigma_G$ gives $\phi_G=\sigma_Ge^{-Gs}/(2\varepsilon_0G)$. Two opposite sheets a small distance $\delta$ apart give $G\delta$ times this, or $m_Ge^{-Gs}/(2\varepsilon_0)$ with $m_G=\sigma_G\delta$.

For one point-like dipole per square cell of side $b$, each $m_G$ has magnitude $m$. The four shortest wavevectors, $G=2\pi/b$, add in squares:

$$\phi_{\rm rms}\approx\sqrt4\,\frac{m}{2\varepsilon_0}e^{-2\pi s/b}=\frac{m}{\varepsilon_0}e^{-2\pi s/b}.$$

Take the polar layer's dipole per area, 0.030 $e$/nm, and gather it into one dipole per cell, in empty space and without the film's own response. At the correction layer, $s=1.35$ nm away, a three-dimensional Fourier calculation gives 0.11 meV for $b=1$ nm and 8.0 meV for $b=2$ nm. These in-plane variations drop out of the planar average. What matters for the periodic calculation is the part that reaches the next film, about twice as far away. For these cells it is much smaller, but at fixed dipole per area it grows quickly with $b$. For a single defect the dipole per cell is fixed instead, so $m$ falls as $1/b^2$; the lateral part then grows only until $b$ is a few times the distance and decreases beyond that. For wide supercells of amorphous oxides or isolated surface defects, the vacuum width should therefore be checked against $b$, even with the dipole layer on.

## Limits of the example

Conducting indium-oxide-based films commonly have carrier densities of roughly $10^{20}$ to $10^{21}\ \mathrm{cm^{-3}}$ and work functions roughly between 4 and 5 eV, depending on surface treatment. The left face lies in that range. The right face, at 3.4 eV, is low because of the chosen uniform polar layer; real coverage is patchy. Within the model, 10% less polar charge would raise that work function by about 0.05 eV. The carrier density in a transistor channel depends on the gate voltage and can be much lower than here; under drain bias the channel does not have the single Fermi level assumed in this example.

Exchange among the carriers, estimated with a rough optical permittivity of 4, is about 0.2 eV. It would lower $E_F$ and raise both work functions by roughly 0.15 eV, so it matters more for their absolute values than for their difference. Nonparabolicity, with the rough coefficient $(1-0.30)^2/(3\ \mathrm{eV})\approx0.16\ \mathrm{eV^{-1}}$ for a gap of 3 eV, is a 3% effect on a filling of 0.21 eV above the lowest subband, or about 0.01 eV; the shift is proportional to this estimated coefficient. The image attraction of an electron 1.5 nm from a face is about 0.2 eV; it is absent from the mean-field plateau and vanishes far from the surface. Electron density at the layer is about $10^{-14}$ of its peak, so the charge-free condition holds well. The largest field inside the film is at its left face, where Gauss's law gives $0.10/(9.0\times0.055263)=0.201$ V/nm, or 2.0 MV/cm; the printed 1.92 MV/cm is read one grid step further in. Halving the 0.05 nm grid spacing moves the work functions by at most 1.6 meV. As physical estimates the work functions are therefore 4.4 and 3.4 eV, uncertain by at least 0.2 eV; the finer digits serve only to compare boundary conditions. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
FIXED-CHARGE TEST
cell length: 8.0 nm
dipole per area: 0.1700 e/nm
potential step m/eps0: 3.0762 V
false vacuum field: 0.3845 V/nm
step with real double layer: 3.0762 V
largest misfit to isolated potential: 1.6e-14 V
dipole if cut passes through charge: 1.9879 e/nm
energy periodic: 0.7375 eV/nm2
energy isolated: 0.7702 eV/nm2
FILM INPUTS
vacuum permittivity: 0.055263 e/(V nm)
thickness: 4.0 nm
donor density: 1.0e+20 cm^-3
effective mass: 0.30 m_e
relative permittivity: 9.0
electron affinity: 4.30 eV
adsorbed oxygen charge: -0.10 e/nm2
polar layer charge: 0.30 e/nm2
polar layer separation: 0.10 nm
electrons per area: 0.300 /nm2
FILM RESULTS
isolated left work function: 4.3758 eV
isolated right work function: 3.4113 eV
isolated dipole: 0.05330 e/nm
step from polar layer alone: 0.5429 V
with layer, 3 nm vacuum: left 4.3758, right 3.4113 eV
with layer, 10 nm vacuum: left 4.3758, right 3.4113 eV
NO LAYER, 3 nm vacuum
 false field: 2.952 MV/cm
 dipole: 0.11418 e/nm
 dipole by linear response: 0.11414 e/nm
 step if ramp is added afterwards: 2.0661 V
 mid-vacuum level above Fermi: 3.8899 eV
 extrapolated to faces: 4.3326, 3.4472 eV
NO LAYER, 10 nm vacuum
 false field: 0.939 MV/cm
 dipole: 0.07267 e/nm
 dipole by linear response: 0.07267 e/nm
 step if ramp is added afterwards: 1.3150 V
 mid-vacuum level above Fermi: 3.8922 eV
 extrapolated to faces: 4.3619, 3.4226 eV
polarizability alpha/eps0: 3.731 nm
NEGLECTED OR NUMERICAL EFFECTS
Fermi level above lowest subband: 0.207 eV
exchange potential size: 0.176 eV
nonparabolicity, relative: 0.034
image tail 1.5 nm from face: 0.192 eV
electron density at layer / peak: 1.7e-14
largest field inside film: 1.92 MV/cm
rms corrugation at layer, 1 nm cell: 0.114 meV
rms corrugation at layer, 2 nm cell: 7.962 meV
work-function change on halved grid: 1.56 meV
```
